**Attenuation length from a surface-shifted W(110) 4f fraction**

If the outermost layer alone is shifted, the attenuation length is L = -d/ln(1-f), where f is the surface share of the total 4f area and d is the layer spacing. For f = 0.40 and d = 0.224 nm, the program gives L = 0.4385 nm. It asserts that this formula agrees with root finding on an explicit layer sum, and that a continuous emitter gives the same share. Further assertions cover the lattice geometry, the error slope, oblique emission and the closed formulas for several corrections. The elastic-scattering equation is compared with a random-walk simulation. The output shows that a 20 % change in the surface-to-bulk ratio, chosen to represent diffraction, moves L by about 16 %. With an assumed elastic albedo of 0.2, the inelastic mean free path is about 0.51 nm, so it differs from L. These correction sizes rest on rough or chosen inputs and are not measurements of W(110).

## Numerical verification

```python
# Result under test: if only the top layer has a shifted 4f line, its share f
# of the total normal-emission area gives L = -d / ln(1 - f).
# d: layer spacing (nm); L: effective attenuation length (nm).
# Shares come from explicit layer sums; closed formulas are tested against them.
# Corrections use rough or chosen parameters, not measured results.
import numpy as np
from scipy.integrate import quad
from scipy.linalg import solve_toeplitz
from scipy.optimize import brentq
from scipy.special import expn

d = 0.224
f = 0.40


def layer_areas(length, first_gap=d, ratio_factor=1.0, photon_depth=np.inf,
                covered=0.0, cosine=1.0, shifted_layers=1):
    """Return shifted area and total area from an explicit sum over layers."""
    n = np.arange(500)
    depth = np.where(n == 0, 0.0, first_gap + (n - 1) * d)
    area = np.exp(-depth / (length * cosine) - depth / photon_depth)
    area[:shifted_layers] *= ratio_factor
    shifted = (1.0 - covered) * area[:shifted_layers].sum()
    return shifted, area.sum()


def share(length, **options):
    shifted, total = layer_areas(length, **options)
    return shifted / total


def infer(target=f, **options):
    """Find the length whose explicit layer sum has the target share."""
    return brentq(lambda q: share(q, **options) - target, 0.05, 5.0,
                  xtol=1e-13)


# Geometry: enumerate bcc sites in a cell with axes [1-10], [001], [110].
# Coordinates p, q, r are in half lattice constants and have equal parity.
lattice_constant = 0.3165  # rough value for tungsten, nm
plane_counts = {}
for p in range(-6, 7):
    for q in range(-6, 7):
        for r in range(2):
            same_parity = p % 2 == q % 2 == r % 2
            if same_parity and 0 <= p - q < 4 and 0 <= p + q < 4:
                plane_counts[p + q] = plane_counts.get(p + q, 0) + 1
planes = sorted(plane_counts)
spacing = (planes[1] - planes[0]) * lattice_constant / (2 * np.sqrt(2))
assert len(planes) == 2 and len(set(plane_counts.values())) == 1
assert abs(spacing - lattice_constant / np.sqrt(2)) < 1e-12
assert abs(spacing - d) < 0.0005

# Main inference and its continuous-emitter counterpart.
L = -d / np.log(1 - f)
assert abs(infer() - L) < 1e-10
assert abs(L - 0.44) < 0.005
slab = quad(lambda z: np.exp(-z / L), 0, d)[0]
whole = quad(lambda z: np.exp(-z / L), 0, np.inf)[0]
assert abs(slab / whole - f) < 1e-8

# Layer shares and mean emission depths.
n = np.arange(500)
weights = np.exp(-n * d / L)
weights /= weights.sum()
mean_depth = d * (1 - f) / f
assert abs(np.sum(n * d * weights) - mean_depth) < 1e-10
continuous_mean = quad(lambda z: z * np.exp(-z / L), 0, np.inf)[0] / whole
assert abs(continuous_mean - L) < 1e-8
layers_95 = int(np.searchsorted(np.cumsum(weights), 0.95) + 1)

# Sensitivity, tested by solving the layer sum at neighbouring shares.
slope = -d / ((1 - f) * np.log(1 - f)**2)
step = 1e-4
difference_slope = (infer(f + step) - infer(f - step)) / (2 * step)
assert abs(difference_slope - slope) < 1e-5
L_round_low, L_round_high = infer(0.405), infer(0.395)
L_error_low, L_error_high = infer(f + 0.02), infer(f - 0.02)

# Alternative reading of 0.40 as the surface-to-bulk ratio.
L_ratio = d / np.log(1 + f)
s, total = layer_areas(L_ratio)
assert abs(s / (total - s) - f) < 1e-10

# Emission at 60 degrees inside the solid.
share_60 = share(L, cosine=np.cos(np.pi / 3))
assert abs(share_60 - (1 - (1 - f)**2)) < 1e-10

# Diffraction multiplies the surface-to-bulk ratio.
diffraction_lengths = []
for factor in (0.8, 1.2):
    closed = d / np.log(1 + f / (factor * (1 - f)))
    solved = infer(ratio_factor=factor)
    assert abs(solved - closed) < 1e-10
    diffraction_lengths.append(solved)

# Other departures from the ideal layer model.
first_gap = 0.97 * d
L_relaxed = infer(first_gap=first_gap)
ratio = (1 - np.exp(-d / L_relaxed)) * np.exp(first_gap / L_relaxed)
assert abs(ratio - f / (1 - f)) < 1e-9
photon_depth = 20.0
L_photon = infer(photon_depth=photon_depth)
assert abs(1 / L_photon - (1 / L - 1 / photon_depth)) < 1e-9
covered = 0.05
L_covered = infer(covered=covered)
assert abs(L_covered + d / np.log(1 - f / (1 - covered))) < 1e-10
L_two = infer(shifted_layers=2)
assert abs(L_two - 2 * L) < 1e-9

# Finite acceptance: average areas over solid angle before taking the share.
half_angle = 8.0
nodes, node_weights = np.polynomial.legendre.leggauss(12)
cos_edge = np.cos(np.radians(half_angle))
cosines = 0.5 * (1 + cos_edge) + 0.5 * (1 - cos_edge) * nodes


def cone_share(length):
    areas = np.array([layer_areas(length, cosine=c) for c in cosines])
    shifted, total = node_weights @ areas
    return shifted / total


L_cone = brentq(lambda q: cone_share(q) - f, 0.1, 2.0)
assert L < L_cone < L / cos_edge

# Isotropic elastic scattering: slab-averaged integral equation for fluence.
# Optical depth is measured in total (elastic plus inelastic) free paths.
albedo = 0.2
h = 0.01
edges = np.arange(0, 2501) * h
k = np.arange(1, 2500)
kernel = np.empty(2500)
kernel[0] = (h - 0.5 + expn(3, h)) / h
kernel[1:] = (expn(3, (k - 1) * h) - 2 * expn(3, k * h)
              + expn(3, (k + 1) * h)) / (2 * h)
source = (np.exp(-edges[:-1]) - np.exp(-edges[1:])) / h
column = -albedo * kernel
column[0] += 1
fluence = solve_toeplitz(column, source)
cumulative = np.concatenate(([0.0], np.cumsum(fluence) * h))
total_fluence = cumulative[-1]
tau_d = np.interp(f, cumulative / total_fluence, edges)
L_inelastic = d / (tau_d * (1 - albedo))

# Random walks test both the total fluence and its depth distribution.
rng = np.random.default_rng(12345)
walkers = 400000
position = np.zeros(walkers)
direction = np.ones(walkers)
collisions = 0
shallow_collisions = 0
while position.size:
    position = position + direction * rng.exponential(size=position.size)
    position = position[position >= 0]
    collisions += position.size
    shallow_collisions += np.count_nonzero(position < tau_d)
    position = position[rng.random(position.size) < albedo]
    direction = rng.uniform(-1, 1, position.size)
walk_share = shallow_collisions / collisions
walk_total = collisions / walkers
# Tolerances are about five standard errors of the random-walk estimates.
assert abs(walk_share - f) < 0.004
assert abs(walk_total - total_fluence) < 0.005
assert L < L_inelastic < L / (1 - albedo)


def show_length(label, value):
    print(f"{label}: {value:.4f} nm ({100 * (value / L - 1):+.1f} %)")


print(f"Surface-shifted share f: {f:.2f}")
print(f"Layer spacing d used: {d:.3f} nm")
print(f"Rough W lattice constant: {lattice_constant:.4f} nm")
print(f"Spacing from that lattice constant: {spacing:.4f} nm")
print(f"-ln(1-f) = d/L: {-np.log(1 - f):.4f}")
print(f"Attenuation length L: {L:.4f} nm = {10 * L:.3f} angstrom")
print(f"Surface-to-bulk ratio S/B: {f / (1 - f):.4f}")
print("Shares of first five layers:", np.round(weights[:5], 4))
print(f"Layers needed for 95 % of signal: {layers_95}")
print(f"Mean depth, discrete layers: {mean_depth:.4f} nm")
print(f"Mean depth, continuous emitter: {continuous_mean:.4f} nm")
print(f"Slope dL/df: {slope:.4f} nm per unit share")
print(f"L for f = 0.405 and 0.395: {L_round_low:.4f}, {L_round_high:.4f} nm")
print(f"L for f = 0.42 and 0.38: {L_error_low:.4f}, {L_error_high:.4f} nm")
print(f"Predicted share at 60 degrees inside: {share_60:.4f}")
print("Alternative readings and neglected effects (change from L):")
show_length("0.40 read as S/B", L_ratio)
show_length("Two layers in shifted peak", L_two)
show_length("Diffraction factor 0.8 on S/B", diffraction_lengths[0])
show_length("Diffraction factor 1.2 on S/B", diffraction_lengths[1])
show_length("First gap contracted by 3 %", L_relaxed)
show_length(f"Photon depth {photon_depth:.0f} nm", L_photon)
show_length(f"Top-layer coverage {100 * covered:.0f} %", L_covered)
show_length(f"Acceptance half-angle {half_angle:.0f} degrees", L_cone)
show_length(f"Inelastic length, elastic albedo {albedo:.1f}", L_inelastic)
print(f"Optical depth of top slab with scattering: {tau_d:.4f}")
print(f"Random-walk share in that slab: {walk_share:.4f}")
print(f"Total fluence, equation and walk: {total_fluence:.4f}, {walk_total:.4f}")
print("done: every assertion held")
```

It prints:

```
Surface-shifted share f: 0.40
Layer spacing d used: 0.224 nm
Rough W lattice constant: 0.3165 nm
Spacing from that lattice constant: 0.2238 nm
-ln(1-f) = d/L: 0.5108
Attenuation length L: 0.4385 nm = 4.385 angstrom
Surface-to-bulk ratio S/B: 0.6667
Shares of first five layers: [0.4    0.24   0.144  0.0864 0.0518]
Layers needed for 95 % of signal: 6
Mean depth, discrete layers: 0.3360 nm
Mean depth, continuous emitter: 0.4385 nm
Slope dL/df: -1.4307 nm per unit share
L for f = 0.405 and 0.395: 0.4314, 0.4457 nm
L for f = 0.42 and 0.38: 0.4112, 0.4686 nm
Predicted share at 60 degrees inside: 0.6400
Alternative readings and neglected effects (change from L):
0.40 read as S/B: 0.6657 nm (+51.8 %)
Two layers in shifted peak: 0.8770 nm (+100.0 %)
Diffraction factor 0.8 on S/B: 0.3696 nm (-15.7 %)
Diffraction factor 1.2 on S/B: 0.5070 nm (+15.6 %)
First gap contracted by 3 %: 0.4332 nm (-1.2 %)
Photon depth 20 nm: 0.4483 nm (+2.2 %)
Top-layer coverage 5 %: 0.4098 nm (-6.5 %)
Acceptance half-angle 8 degrees: 0.4406 nm (+0.5 %)
Inelastic length, elastic albedo 0.2: 0.5071 nm (+15.6 %)
Optical depth of top slab with scattering: 0.5521
Random-walk share in that slab: 0.4011
Total fluence, equation and walk: 1.2060, 1.2051
done: every assertion held
```
